# The Feynman propagator from mode sums, with retarded and advanced contours

An electron is put into the vacuum at one space-time point and looked for at another. The amplitude should be a Green function of the Dirac equation, but that equation has many Green functions, and it has solutions of negative as well as positive frequency. A purely forward evolution carries both kinds into the future. In the quantized theory, the negative-frequency part instead describes positrons. The question is which Green function the vacuum selects, and how the choice appears in momentum space.

## Setting and statement

Units are $\hbar=c=1$, which suit a covariant formula. The metric is $(+,-,-,-)$, so $p\cdot x=p^0t-\mathbf q\cdot\mathbf x$ for $p=(p^0,\mathbf q)$, and $\not p=p^0\gamma^0-\boldsymbol\gamma\cdot\mathbf q$. The matrices obey $\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu}$, with $\gamma^0$ Hermitian and $\gamma^k$ anti-Hermitian. The frequency $p^0$ is a free variable, while

$$E=\sqrt{\mathbf q^2+m^2}.$$

The field $\psi$ is free, with $m>0$, in infinite space, and $|0\rangle$ contains neither electrons nor positrons. Put $\bar\psi=\psi^\dagger\gamma^0$. By translation invariance we may set $y=0$ and write $x=(t,\mathbf x)$. Define

$$S_F(x)_{ab}=\theta(t)\langle\psi_a(x)\bar\psi_b(0)\rangle-\theta(-t)\langle\bar\psi_b(0)\psi_a(x)\rangle,$$

$$S_R(x)=\theta(t)\langle\{\psi(x),\bar\psi(0)\}\rangle,\qquad S_A(x)=-\theta(-t)\langle\{\psi(x),\bar\psi(0)\}\rangle .$$

These are distributions; no value at coincident times is needed.

**Theorem.** Under these assumptions:

(a) The time-ordered function is
$$S_F(x)=\int\!\frac{d^4p}{(2\pi)^4}\,e^{-ip\cdot x}\,\frac{i(\not p+m)}{p^2-m^2+i0}.$$

(b) $S_R$ and $S_A$ have the same form, with $p^0$ replaced by $p^0+i0$ and $p^0-i0$ respectively in the fraction, and no other $i0$.

(c) All three satisfy $(i\not\partial-m)S=i\,\delta^4(x)$.

(d) $S_R$ and $S_A$ vanish at spacelike separation. $S_F$ does not: with $s=\sqrt{r^2-t^2}$ and $r=|\mathbf x|$,
$$\tfrac14\operatorname{tr}S_F=\frac{m^2K_1(ms)}{4\pi^2s}.$$

## Lemma 1: energy projectors and spin sums

At fixed $\mathbf q$ the Dirac Hamiltonian is $H=\gamma^0\boldsymbol\gamma\cdot\mathbf q+\gamma^0m$. The matrices $\gamma^0\gamma^k$ and $\gamma^0$ square to one and anticommute with each other, so the cross terms in $H^2$ cancel and $H^2=E^2$. Therefore

$$\Lambda_\pm=\tfrac12\left(1\pm H/E\right)$$

are projectors with $\Lambda_++\Lambda_-=1$ and $H\Lambda_\pm=\pm E\Lambda_\pm$. Since $\operatorname{tr}H=0$, each has rank two, for two spin states.

**Lemma.**
$$\Lambda_+\gamma^0=\frac{E\gamma^0-\boldsymbol\gamma\cdot\mathbf q+m}{2E},\qquad \Lambda_-\gamma^0=\frac{E\gamma^0+\boldsymbol\gamma\cdot\mathbf q-m}{2E}.$$

*Proof.* Because $\gamma^0\gamma^k\gamma^0=-\gamma^k$, we have $H\gamma^0=-\boldsymbol\gamma\cdot\mathbf q+m$. Insert this in $\Lambda_\pm\gamma^0=\frac12(\gamma^0\pm H\gamma^0/E)$. ∎

Let $w^\pm_s$ be orthonormal eigenvectors of $H$, so that $\sum_sw^\pm_sw^{\pm\dagger}_s=\Lambda_\pm$. With $u_s(\mathbf q)=\sqrt{2E}\,w^+_s$ and $v_s(-\mathbf q)=\sqrt{2E}\,w^-_s$, the lemma gives the spin sums

$$\sum_su_s\bar u_s=\not p+m\ \text{ at }p=(E,\mathbf q),\qquad \sum_sv_s\bar v_s=\not k-m\ \text{ at }k=(E,-\mathbf q).$$

The momentum of $v$ is reversed because the mode $e^{i\mathbf q\cdot\mathbf x+iEt}=e^{+ik\cdot x}$ belongs to a positron of momentum $-\mathbf q$.

## Lemma 2: what the vacuum does to each mode

The field is

$$\psi(x)=\int\!\frac{d^3q}{(2\pi)^3}e^{i\mathbf q\cdot\mathbf x}\sum_s\left[b_s(\mathbf q)w^+_se^{-iEt}+d_s^\dagger(-\mathbf q)w^-_se^{iEt}\right],$$

where $\{b_s(\mathbf q),b^\dagger_{s'}(\mathbf q')\}=(2\pi)^3\delta_{ss'}\delta^3(\mathbf q-\mathbf q')$, likewise for $d$, and all other anticommutators vanish. At equal times $\Lambda_++\Lambda_-=1$ then gives $\{\psi_a(\mathbf x),\psi_b^\dagger(\mathbf y)\}=\delta_{ab}\delta^3(\mathbf x-\mathbf y)$, as required.

**Lemma.** For each $\mathbf q$, the coefficients of $e^{i\mathbf q\cdot\mathbf x}$ in $\langle\psi_a(x)\bar\psi_b(0)\rangle$ and $\langle\bar\psi_b(0)\psi_a(x)\rangle$ are, respectively,

$$G(t)=\Lambda_+\gamma^0e^{-iEt},\qquad L(t)=\Lambda_-\gamma^0e^{iEt}.$$

*Proof.* The vacuum obeys $b|0\rangle=d|0\rangle=0$. With $\psi$ on the left, only $\langle bb^\dagger\rangle$ survives, giving $\sum_sw^+_sw^{+\dagger}_s\gamma^0e^{-iEt}$. With $\psi$ on the right, only $\langle dd^\dagger\rangle$ survives, giving $\sum_sw^-_sw^{-\dagger}_s\gamma^0e^{iEt}$. ∎

At fixed $\mathbf q$, therefore,

$$S_F=\theta(t)G-\theta(-t)L,\qquad S_R=\theta(t)(G+L),\qquad S_A=-\theta(-t)(G+L).\tag{1}$$

This is the precise sense of "positive energies forward, negative energies backward". For $t<0$ the operator $\psi(x)$ acts first and creates a positron at $x$, which is absorbed at the later point $0$. The positron has positive energy and moves forward in time; the label "backward" refers to the wave $e^{iEt}$ read as an electron solution.

## Proof of (c), and the minus sign

On $e^{i\mathbf q\cdot\mathbf x}$ the operator $i\not\partial-m$ becomes

$$i\gamma^0\partial_t-\boldsymbol\gamma\cdot\mathbf q-m=\gamma^0(i\partial_t-H).$$

It annihilates $G$, where $i\partial_t$ and $H$ both give $E$, and it annihilates $L$, where both give $-E$. What remains comes from the step at $t=0$:

$$i\gamma^0\,\delta(t)\,[S(0^+)-S(0^-)].$$

For each function in (1) the jump is $G(0)+L(0)=(\Lambda_++\Lambda_-)\gamma^0=\gamma^0$. Since $(\gamma^0)^2=1$, the source is $i\delta(t)$, and integration over $\mathbf q$ supplies $\delta^3(\mathbf x)$. ∎

Had the time-ordered function been defined with a plus sign, the jump would be $G(0)-L(0)=\gamma^0-2\Lambda_-\gamma^0$, and the Green equation would fail. Take $\mathbf q=(0.36,0.48,0.45)\,m$, so $|\mathbf q|=0.75\,m$ and $E=1.25\,m$. In the representation with $\gamma^0=\operatorname{diag}(1,1,-1,-1)$, the (3,3) element of $\Lambda_-\gamma^0$ is $-(E+m)/2E=-0.9$. The jump is then wrong by $1.8$ in an element that should be $-1$.

## Proof of (a)

Transform $S_F$ in time with a damping factor $e^{-\eta|t|}$, $\eta>0$, which is removed at the end. The two half-line integrals are

$$\int_0^\infty\!dt\,e^{i(p^0-E)t-\eta t}=\frac1{\eta-i(p^0-E)}=\frac{i}{p^0-E+i\eta},$$

$$-\int_{-\infty}^0\!dt\,e^{i(p^0+E)t+\eta t}=-\frac1{\eta+i(p^0+E)}=\frac{i}{p^0+E-i\eta}.$$

The opposite signs of $i\eta$ record the opposite time directions. Hence

$$S_F(p^0,\mathbf q)=\frac{i\Lambda_+\gamma^0}{p^0-E+i\eta}+\frac{i\Lambda_-\gamma^0}{p^0+E-i\eta}.\tag{2}$$

Write $E_\eta=E-i\eta$. The denominators are $p^0-E_\eta$ and $p^0+E_\eta$, with product

$$(p^0)^2-E_\eta^2=(p^0)^2-E^2+2iE\eta+\eta^2.$$

Over this common denominator the numerator, apart from the factor $i$, is

$$\Lambda_+\gamma^0(p^0+E_\eta)+\Lambda_-\gamma^0(p^0-E_\eta)=p^0\gamma^0+\frac{E_\eta}{E}(m-\boldsymbol\gamma\cdot\mathbf q),$$

because $(\Lambda_+-\Lambda_-)\gamma^0=H\gamma^0/E$. As $\eta\to0^+$ the numerator tends to $\not p+m$. The denominator tends to $p^2-m^2+i0$, since $(p^0)^2-E^2=p^2-m^2$ and $2E\eta$ is positive. The inverse Fourier transform gives (a). ∎

**Remark: off the mass shell both time directions are needed.** In the example take $p^0=0.5\,m$ and the (1,1) element. Lemma 1 gives the weights $(E\pm m)/2E=0.9$ and $0.1$. In units of $1/m$, the terms of (2) are

$$\frac{0.9\,i}{0.5-1.25}=-1.2000\,i,\qquad \frac{0.1\,i}{0.5+1.25}=+0.0571\,i .$$

Their sum is $-1.1429\,i$. The covariant fraction gives the same: $i(0.5+1)/(0.25-1.5625)=-1.1429\,i$. Numerical time integration of the damped mode sum, extrapolated as $2f(\eta/2)-f(\eta)$ with $\eta=0.01\,m$, gives $-1.1430\,i$. Each term expands as $\frac{iw}{a\pm i\eta}=\frac{iw}{a}\left(1\mp\frac{i\eta}{a}-\frac{\eta^2}{a^2}+\dots\right)$, so the extrapolation cancels the first order and leaves a factor $1+\eta^2/2a^2$. For the forward term, $a=-0.75\,m$, this adds $-1.2\,i\times10^{-4}/(2\times0.5625)\approx-1.1\times10^{-4}\,i$. The backward correction is about a hundred times smaller, so the forward correction accounts for the difference.

**Remark: nonrelativistic limit.** Put $p^0=m+\omega$ with $|\omega|$ and $|\mathbf q|$ small compared with $m$. Then $E\simeq m+\mathbf q^2/2m$, and the first term of (2) becomes

$$\frac{i}{\omega-\mathbf q^2/2m+i0}\;\frac{1+\gamma^0}{2},$$

the Schrödinger propagator on the two upper components. The neglected elements that couple upper to lower components come from $-\boldsymbol\gamma\cdot\mathbf q/2E$ in Lemma 1 and are of relative order $|\mathbf q|/m$. The second term has denominator close to $2m$ and no nearby pole. As the proof of (b) below shows, the Feynman and retarded functions differ only in the sign of $i0$ in this second term, which matters only at $p^0=-E$. Near the electron pole they therefore agree exactly, and both reduce to the Schrödinger propagator at leading order.

## Proof of (b), and the contours

For $S_R$ both terms live at $t>0$, so both denominators acquire $+i\eta$. With $z=p^0+i\eta$,

$$\frac{i\Lambda_+\gamma^0}{z-E}+\frac{i\Lambda_-\gamma^0}{z+E}=\frac{i(z\gamma^0-\boldsymbol\gamma\cdot\mathbf q+m)}{z^2-E^2}.$$

For $S_A$ the integrals run over $t<0$ with an overall minus sign, giving the same expression with $z=p^0-i\eta$. The limit $\eta\to0^+$ proves (b). ∎

The same result can be read as a choice of path. Adding $i\varepsilon$ to $p^2-m^2$ puts the poles at

$$p^0=\pm\sqrt{E^2-i\varepsilon}\simeq\pm\left(E-\frac{i\varepsilon}{2E}\right).$$

For $\varepsilon=0.01\,m^2$ and $E=1.25\,m$ the imaginary shift is $0.01/2.5=0.004\,m$: the positive pole moves down and the negative one up. Equivalently, the poles stay on the real axis and the path runs below $-E$ and above $+E$. The retarded path runs above both poles, the advanced path below both.

To recover the time functions, let $N(p^0)=p^0\gamma^0-\boldsymbol\gamma\cdot\mathbf q+m$ and consider

$$\int\frac{dp^0}{2\pi}\,\frac{iN(p^0)}{(p^0-E)(p^0+E)}\,e^{-ip^0t}.$$

For $t>0$ the exponential decays in the lower half-plane, for $t<0$ in the upper. The fraction falls as $C/|p^0|$, so an arc of radius $R$ contributes at most a constant times $\int_0^\pi e^{-R|t|\sin\phi}d\phi\le\pi/(R|t|)$, which vanishes as $R\to\infty$ when $t\neq0$.

Closing downward is clockwise and gives a factor $-2\pi i$. The two poles then contribute

$$(-i)\,\frac{iN(E)}{2E}e^{-iEt}=\Lambda_+\gamma^0e^{-iEt}=G,$$

$$(-i)\,\frac{iN(-E)}{-2E}e^{iEt}=\frac{E\gamma^0+\boldsymbol\gamma\cdot\mathbf q-m}{2E}e^{iEt}=L.$$

Closing upward reverses both signs. Thus a pole below the path contributes $G$ or $L$ for $t>0$, and a pole above it contributes $-G$ or $-L$ for $t<0$. The three paths reproduce (1). In the numerical check, the paths pass the poles on these sides and their far ends are bent into the half-plane where the exponential decays. Quadrature along them at $|t|=0.8/m$ agrees with correlators built from creation and annihilation matrices to about $10^{-14}$ in absolute size.

From (1), at all $t\ne0$,

$$S_F-S_R=-L,\qquad S_F-S_A=G.$$

The differences solve the homogeneous Dirac equation. The contours therefore encode boundary conditions, not different equations of motion.

**Remark: action on a spinor.** Let $\chi$ be the spinor amplitude at $t=0$ and momentum $\mathbf q$. Since $(\gamma^0)^2=1$,

$$S_F\gamma^0\chi=\begin{cases}e^{-iEt}\Lambda_+\chi,&t>0,\\-e^{iEt}\Lambda_-\chi,&t<0.\end{cases}$$

For $\chi=(1,0,0,0)$ the squared norms are $(1+m/E)/2=0.9$ forward and $(1-m/E)/2=0.1$ backward. The retarded function gives $e^{-iHt}\chi$ for $t>0$, with norm 1, and zero for $t<0$. The advanced function gives zero for $t>0$ and $-e^{-iHt}\chi$ for $t<0$. These norms measure how $\chi$ is divided between modes; they are not probabilities for an electron to turn into a positron.

## Proof of (d)

Define

$$D(x)=\int\!\frac{d^3q}{(2\pi)^3\,2E}\,e^{-iEt+i\mathbf q\cdot\mathbf x}.$$

Acting on this exponential, $i\not\partial+m$ gives $E\gamma^0-\boldsymbol\gamma\cdot\mathbf q+m$. So $\langle\psi\bar\psi\rangle=(i\not\partial+m)D(x)$. After $\mathbf q\to-\mathbf q$, $D(-x)$ contains $e^{iEt+i\mathbf q\cdot\mathbf x}$, on which the same operator gives $-(E\gamma^0+\boldsymbol\gamma\cdot\mathbf q-m)$. The other ordering is therefore $-(i\not\partial+m)D(-x)$, and

$$\langle\{\psi(x),\bar\psi(0)\}\rangle=(i\not\partial+m)\,[D(x)-D(-x)].$$

The measure $d^3q/2E$ is $d^4p\,\delta(p^2-m^2)\theta(p^0)$ integrated over $p^0$, so $D$ is invariant under boosts and rotations. A spacelike $x$ can be boosted to $t=0$, where $\mathbf q\to-\mathbf q$ shows $D(x)=D(-x)$. The bracket vanishes throughout the spacelike region, and so do its derivatives there. Hence $S_R=S_A=0$ outside the light cone.

For $S_F$, the trace of $i\not\partial+m$ is $4m$, so $\frac14\operatorname{tr}S_F=mD(x)$ at spacelike $x$ for either time order. In the equal-time frame $r=s$, and the angular integral gives

$$D=\frac1{4\pi^2s}\int_0^\infty\!dq\,\frac{q\sin qs}{\sqrt{q^2+m^2}}=-\frac1{4\pi^2s}\frac{d}{ds}\int_0^\infty\!dq\,\frac{\cos qs}{\sqrt{q^2+m^2}},$$

where the first integral is understood through the second, which converges. The cosine integral is half of $\int_{-\infty}^\infty dq\,e^{iqs}/\sqrt{q^2+m^2}$. Fold this path upward around the cut $q=ik$, $k\ge m$. The root is $+i\sqrt{k^2-m^2}$ on the right side and $-i\sqrt{k^2-m^2}$ on the left. The path runs up the right side and down the left, so both sides contribute equally, and the cosine integral is $\int_m^\infty dk\,e^{-ks}/\sqrt{k^2-m^2}$. Differentiating and setting $k=m\cosh u$,

$$D=\frac{m}{4\pi^2s}\int_0^\infty\!du\,\cosh u\,e^{-ms\cosh u}=\frac{mK_1(ms)}{4\pi^2s},$$

by the integral representation of the Bessel function $K_1$. Multiplication by $m$ proves (d). ∎

For $ms\gg1$, small $u$ dominates and $K_1(ms)\simeq\sqrt{\pi/2ms}\,e^{-ms}$: the tail decays over the reduced Compton wavelength $1/m$, that is $\hbar/mc$. For an electron this is $0.007297$ bohr, and the mode energy $1.25\,m$ used above is $23473.6$ hartree.

**Remark: a tail without a signal.** At $t=1/m$, $r=3/m$ we have $s=\sqrt8/m$. The momentum integral gives $\frac14\operatorname{tr}S_F=4.422\times10^{-4}\,m^3$, in agreement with the $K_1$ formula, while the retarded value is zero to rounding. The tail is a vacuum correlation. The anticommutator $\{\psi,\bar\psi\}$ is a number, because $\psi$ is linear in $b$ and $d^\dagger$, and it vanishes here. Also $\{\psi,\psi\}=0$ at all separations, because the operators $b$ and $d^\dagger$ anticommute among themselves and with each other. By $[AB,C]=A\{B,C\}-\{A,C\}B$, observables bilinear in the field then commute at spacelike separation, so a measurement of one cannot signal to the other.

At the timelike point $t=3/m$, $r=1/m$ the quarter traces are $(3.842+5.630\,i)\times10^{-3}\,m^3$ for $S_F$ and $11.26\,i\times10^{-3}\,m^3$ for $S_R$. The factor of two between the imaginary parts follows from $D(-x)=D(x)^*$: the retarded trace contains $D-D^*=2i\operatorname{Im}D$.

**Remark: dependence on the state.** Suppose both electron spin states are filled for every $\mathbf q$ in some region of momentum space, as in a Fermi sea (a single $\mathbf q$ has zero measure in infinite space). Then $\langle bb^\dagger\rangle$ vanishes there and $\langle b^\dagger b\rangle$ takes its place, so the positive-energy term of $S_F$ becomes $-\theta(-t)\Lambda_+\gamma^0e^{-iEt}$. Its denominator changes from $p^0-E+i0$ to $p^0-E-i0$, and (a) no longer holds for momenta in that region. The retarded and advanced functions are unchanged, since the free-field anticommutator does not depend on the state. The Feynman $i0$ thus records that the vacuum is empty of particles; the retarded and advanced prescriptions record a direction of time.

## Table of computed values

```
mass m = 1.00 (unit of energy and momentum)
momentum q = (0.36, 0.48, 0.45) m
|q| = 0.7500 m, mode energy E = 1.2500 m
E for the electron mass = 23473.6 hartree
Compton length 1/m for the electron = 0.007297 bohr
test time |t| = 0.80 1/m
largest contour minus mode-sum error = 1.5e-14 (no unit)
jump error with wrong sign = 1.8000 (no unit)
i0 shift: eps = 0.010 m^2, poles at
   -1.25001 +0.00400i m
   +1.25001 -0.00400i m
off-shell p0 = 0.50 m, element (1,1) of S_F in 1/m:
   forward part  -1.200000 i
   backward part +0.057143 i
   covariant     -1.142857 i
   damped time integral -1.1430 i
squared norm sent from chi = (1,0,0,0), no unit:
   Feynman   t>0: 0.9000  t<0: 0.1000
   retarded  t>0: 1.0000  t<0: 0.0000
   advanced  t>0: 0.0000  t<0: 1.0000
quarter trace of S in position space, unit m^3:
 spacelike t = 1.0, r = 3.0, s = 2.8284 1/m
   Feynman  +4.4222e-04 +6.4e-18i
   K1 form  +4.4223e-04
   retarded magnitude 1.3e-17 (rounding level)
 timelike t = 3.0, r = 1.0 1/m
   Feynman  +3.8421e-03 +5.6297e-03i
   retarded +0.0e+00 +1.1259e-02i
```
